# Trap-free space-charge-limited current in a 100 nm film

## Problem

A film of thickness \(L=100\ \text{nm}\) lies between two flat electrodes. Its relative permittivity is \(\varepsilon_r=3\), and the hole mobility is \(\mu=10^{-8}\ \text{m}^2/\text{Vs}\), which is \(10^{-4}\ \text{cm}^2/\text{Vs}\). The film has no traps and no carriers of its own. One electrode injects holes freely, the other collects them, and no electrons enter. The potential drop across the film is \(V=10\ \text{V}\), and the temperature is 300 K.

1. Neglect diffusion and take the mobility as constant. Derive the steady current density \(J\) and calculate it in A/cm².
2. Find the field, the hole density, the stored charge and the transit time. Use them to explain the numerical factor in \(J\).
3. Find how diffusion changes the result.
4. Estimate how far a field-dependent mobility, heating and other neglected effects limit the use of the answer.

## Solution

### 1. The current density

Let \(x\) run from the injecting electrode at \(x=0\) to the collecting electrode at \(x=L\). The field \(E\) is positive along \(+x\), the direction in which the holes drift. The voltage \(V\) is the potential drop inside the film, that is, the applied voltage less any built-in voltage.

With hole density \(p\) and elementary charge \(q\), the drift current density is

\[
J=qp\mu E .
\]

In the steady state charge accumulates nowhere, so \(J\) is the same at every \(x\). The holes are the only charge in the film, and Gauss's law reads

\[
\varepsilon\frac{dE}{dx}=qp,\qquad \varepsilon=\varepsilon_r\varepsilon_0 .
\]

Replacing \(qp\) in the first equation by the second gives

\[
J=\varepsilon\mu E\frac{dE}{dx}=\frac{\varepsilon\mu}{2}\frac{d(E^2)}{dx}.
\]

Since \(J\) is constant, integration from 0 to \(x\) gives

\[
E(x)^2=E(0)^2+\frac{2Jx}{\varepsilon\mu}.
\]

The contact fixes \(E(0)\). While the field there points into the film, a freely injecting contact sends in more holes, and their charge lowers that field. The steady state of the drift model is therefore \(E(0)=0\), and

\[
E(x)=\sqrt{\frac{2J}{\varepsilon\mu}}\;x^{1/2}.
\]

The voltage is the integral of the field:

\[
V=\int_0^L E\,dx=\sqrt{\frac{2J}{\varepsilon\mu}}\;\frac{2}{3}L^{3/2}.
\]

Squaring gives \(V^2=(2J/\varepsilon\mu)(4/9)L^3=8JL^3/(9\varepsilon\mu)\), so

\[
\boxed{J=\frac98\,\varepsilon_r\varepsilon_0\,\mu\,\frac{V^2}{L^3}}
\]

This is the Mott–Gurney law. For the given film \(\varepsilon=2.656\times10^{-11}\ \text{F/m}\), and

\[
J=\frac98\,\frac{(2.656\times10^{-11})(10^{-8})(10)^2}{(10^{-7})^3}\ \frac{\text{A}}{\text{m}^2}
=2.988\times10^{4}\ \frac{\text{A}}{\text{m}^2}.
\]

One square metre is \(10^4\) square centimetres, so \(J=2.99\ \text{A/cm}^2\), or about 3 A/cm².

**A contact that supplies too little.** Such a contact leaves \(E(0)>0\). The voltage is then

\[
V=\int_0^L\sqrt{E(0)^2+\frac{2Jx}{\varepsilon\mu}}\;dx .
\]

The integrand grows with both \(E(0)\) and \(J\). At fixed \(V\), a larger \(E(0)\) must therefore go with a smaller \(J\). In this drift-only, one-carrier model the Mott–Gurney current is the largest that any contact with \(E(0)\ge0\) can drive. In the opposite limit, \(E(0)=V/L\), the voltage is used up by a uniform field and \(J=0\).

### 2. Field, charge and transit time

From the boxed result, \(2J/(\varepsilon\mu)=9V^2/(4L^3)\). Hence

\[
E(x)=\frac32\frac VL\sqrt{\frac xL},\qquad
p(x)=\frac{\varepsilon}{q}\frac{dE}{dx}=\frac34\frac{\varepsilon V}{qL^2}\sqrt{\frac Lx}.
\]

The mean field is 1.00 MV/cm, and the field at the collecting electrode is 1.50 MV/cm. The hole density there is \(1.24\times10^{17}\ \text{cm}^{-3}\). It diverges at \(x=0\), where a finite current must be carried by a vanishing field. The divergence is integrable. A real contact has a finite hole density, which part 3 includes together with diffusion.

Integrating Gauss's law across the film gives the stored charge per area:

\[
Q=\varepsilon[E(L)-E(0)]=\frac32\frac{\varepsilon V}{L}=0.398\ \mu\text{C/cm}^2 .
\]

This is 3/2 of the charge on a plain capacitor of the same size at the same voltage. The mean density \(Q/(qL)\) is \(2.49\times10^{17}\ \text{cm}^{-3}\). A hole crosses the film in

\[
t_{\rm tr}=\int_0^L\frac{dx}{\mu E}
=\frac{2L^{3/2}}{3\mu V}\int_0^L x^{-1/2}dx
=\frac{2L^{3/2}}{3\mu V}\,2L^{1/2}
=\frac43\frac{L^2}{\mu V}=133\ \text{ns}.
\]

In the steady state the whole stored charge is replaced once per transit time, so

\[
J=\frac{Q}{t_{\rm tr}}=\frac{3/2}{4/3}\,\frac{\varepsilon\mu V^2}{L^3}=\frac98\,\frac{\varepsilon\mu V^2}{L^3}.
\]

An estimate with the capacitor charge and a uniform field would give 2.66 A/cm². The true charge is larger by 3/2 and the true transit is longer by 4/3. The ratio of these factors is 9/8.

The steady solution can be tested without assuming its form. In a simulation, sheets of charge \(0.005\,\varepsilon V/L\) enter an initially empty film whenever the contact field is large enough to release one, and each drifts in the field of all the others at fixed \(V\). Averages were taken from \(4L^2/(\mu V)\) to \(12L^2/(\mu V)\) after the start. The current was 1.124 in units of \(\varepsilon\mu V^2/L^3\), against 1.125 from the formula. The transit time was 1.332 in units of \(L^2/(\mu V)\), against 1.333.

### 3. Diffusion

Holes also diffuse from high to low density. With the Einstein relation \(D=\mu kT/q\), valid for a non-degenerate carrier gas, the current is

\[
J=qp\mu E-\mu kT\frac{dp}{dx}.
\]

Define \(\xi=x/L\), \(e=EL/V\), \(j=JL^3/(\varepsilon\mu V^2)\) and \(d=kT/(qV)\). Inserting \(qp=\varepsilon\,dE/dx\) and writing a prime for \(d/d\xi\) gives

\[
j=e\,e'-d\,e''.
\]

Both terms on the right are derivatives, so one integration with constant \(C\) yields

\[
j\xi+C=\frac{e^2}{2}-d\,e'.
\]

Now set \(e=-2d\,u'/u\). Then

\[
\frac{e^2}{2}=2d^2\frac{u'^2}{u^2},\qquad
-d\,e'=2d^2\left(\frac{u''}{u}-\frac{u'^2}{u^2}\right).
\]

The squared terms cancel in the sum, which leaves a linear equation:

\[
u''=\frac{j\xi+C}{2d^2}\,u .
\]

With \(s^3=j/(2d^2)\), \(z_0=sC/j\) and \(z=z_0+s\xi\), this becomes Airy's equation \(d^2u/dz^2=zu\). Its general solution combines \(\mathrm{Ai}(z)\) and \(\mathrm{Bi}(z)\). The decaying function Ai gives a positive field far from the injecting contact. An admixture of Bi would describe an extra layer at the collecting electrode, where holes pile up or are depleted. At 10 V such a layer matters little: for the dense injecting contact below, collector densities from \(10^{10}\) to \(10^{20}\ \text{cm}^{-3}\) change \(J\) by less than 0.3%. Assuming no such layer, we keep Ai alone:

\[
e=-2ds\,\frac{\mathrm{Ai}'(z)}{\mathrm{Ai}(z)} .
\]

Two conditions fix \(s\) and \(z_0\). The scaled voltage must equal 1, and the density at \(x=0\) must equal the contact density \(p_0\). Since \(e=-2d\,(\ln u)'\) and \(\mathrm{Ai}''=z\,\mathrm{Ai}\), they read

\[
2d\ln\frac{\mathrm{Ai}(z_0)}{\mathrm{Ai}(z_0+s)}=1,\qquad
2ds^2\left[\left(\frac{\mathrm{Ai}'(z_0)}{\mathrm{Ai}(z_0)}\right)^2-z_0\right]=\frac{qL^2p_0}{\varepsilon V}.
\]

At 300 K, \(kT/q=25.85\ \text{mV}\) and \(d=0.002585\). The numerical solutions at a fixed internal voltage of 10 V are:

- for \(p_0=10^{20}\ \text{cm}^{-3}\), \(J=3.47\ \text{A/cm}^2\), which is 16% above the drift-only value;
- for \(p_0=10^{18}\ \text{cm}^{-3}\), \(J=3.00\ \text{A/cm}^2\), which is 0.5% above it.

The 16% may seem large when \(kT/q\) is only 0.26% of \(V\). It comes from a shortened drift region. Far from the contact \(\mathrm{Ai}'/\mathrm{Ai}\approx-\sqrt z\), so \(e\approx2ds\sqrt z\). This is the drift-only square root, but it starts at \(z=0\) instead of at the electrode. For the dense contact the true field vanishes 2.57 nm inside the film, at the first maximum of Ai, \(z=-1.019\). The scaled current is \(j=1.125\times1.160=1.305\), so

\[
s=\left(\frac{1.305}{2(0.002585)^2}\right)^{1/3}\approx46 .
\]

The point \(z=0\) lies a further \(1.019L/s\approx2.2\ \text{nm}\) inside, or 4.8 nm from the electrode. If the full voltage is assigned to the remaining 95.2 nm, the law \(J\propto L^{-3}\) gives a factor \(0.952^{-3}\approx1.16\), close to the full solution. The shift is the main effect, but the near-exact match is special to this contact density, because the voltage across the shortened region is not exactly \(V\) and the field is not exactly the square root. The same estimate gives 13.6% against the full 12.4% at \(p_0=10^{19}\ \text{cm}^{-3}\), and 16.5% against 18.0% at \(10^{21}\ \text{cm}^{-3}\).

As long as the contact density is far above the density in most of the film, the shift scales roughly as \(1/s\propto d^{2/3}\), so it shrinks as the voltage rises. The excess current falls somewhat faster than this power: for the dense contact it is 44% at 3 V, 16% at 10 V and 6.7% at 30 V. When the thermal voltage is reduced a thousandfold, with the dense contact and all else held fixed, the current exceeds the Mott–Gurney value by only 0.13%. For a finite contact density far above \(\varepsilon V/(qL^2)\), the current thus comes close to the Mott–Gurney value when \(kT/q\) is made small at fixed \(V\). At a fixed contact density, raising the voltage far enough would instead lead to the undersupplied contact of part 1. The weaker contact already shows this at 10 V: with its limited density, drift alone would give a current about 4% below the Mott–Gurney value, and diffusion slightly more than makes up for the loss. Its small net change of 0.5% therefore does not mean that diffusion is negligible.

### 4. Where the answer can fail

**Field-dependent mobility.** In disordered organic semiconductors the mobility often rises with field approximately as \(\mu(E)=\mu_0\exp(\gamma\sqrt E)\). Write \(f=EL/V\) and \(g=\gamma\sqrt{V/L}\), and let \(a\) be the value of \(f\) at the collecting electrode. Without diffusion, \(J\,dx=\varepsilon\mu(E)E\,dE\). Integrating this across the film, and then integrating \(E\,dx\) to obtain \(V\), gives

\[
\frac{JL^3}{\varepsilon\mu_0V^2}=\int_0^a f\,e^{g\sqrt f}\,df=\int_0^a f^2e^{g\sqrt f}\,df .
\]

The second equality determines \(a\). For \(g=0\) it reads \(a^2/2=a^3/3\), so \(a=3/2\), and the integral is \(9/8\), as it must be.

At the mean field of \(10^6\ \text{V/cm}\), the rough values \(\gamma=0.001\) and \(0.005\ (\text{cm/V})^{1/2}\) give \(g=1\) and \(g=5\). The outcome depends on what the quoted mobility means:

- If it is the zero-field value \(\mu_0\), the current is multiplied by 2.33 for the smaller \(\gamma\) and by 78 for the larger.
- If it is the value at the mean field, then \(\mu_0\) is smaller by \(e^{-g}\). The factors become 0.86 and 0.53, and the currents 2.6 and 1.6 A/cm².

A mobility used in the Mott–Gurney law at 10 V should therefore be one that applies at fields of the order of 1 MV/cm, not at zero field. Even the value at the mean field overestimates the current in both examples.

**Heating.** The dissipated power per area is \(P=JV=29.9\ \text{W/cm}^2\). Suppose that all of it flows straight through 1 mm of glass with a rough conductivity \(k_g=1\ \text{W/(m K)}\) to a back face held at fixed temperature. This describes a device much wider than the glass is thick; a smaller one also spreads heat sideways and warms less. The steady rise would be

\[
\Delta T=\frac{P\,(1\ \text{mm})}{k_g}
=\frac{(2.99\times10^5)(10^{-3})}{1}\ \text{K}\approx300\ \text{K}.
\]

This contradicts the assumption of 300 K, so the calculated current cannot be held continuously in that arrangement. A short pulse avoids the difficulty. Heat \(H\) per area released at the surface of thick glass with heat capacity \(c\) per volume spreads, after a time \(\tau\), as

\[
\Delta T(y,\tau)=\frac{H}{\sqrt{\pi k_gc\,\tau}}\exp\!\left(-\frac{c\,y^2}{4k_g\tau}\right),
\]

where \(y\) is the depth. The prefactor makes the integral of \(c\,\Delta T\) over depth equal to \(H\). Constant heating is a sequence of releases \(P\,d\tau\), and the surface rise after a pulse of length \(t\) is

\[
\Delta T=\int_0^t\frac{P\,d\tau}{\sqrt{\pi k_gc\,\tau}}=2P\sqrt{\frac{t}{\pi k_gc}} .
\]

For \(t=10\ \mu\text{s}\) and a rough \(c=2\ \text{J/(cm}^3\,\text{K)}\) this is 0.75 K, and a finite-difference solution of the heat equation gives the same. The pulse lasts 75 transit times, which leaves time to reach the steady current. The estimate is for the glass surface and omits the film's own heat capacity and thermal resistance.

**Traps and background carriers.** Suppose shallow traps leave a constant fraction \(\theta\) of the holes mobile. Gauss's law still contains all the holes, but the current contains only \(\theta p\). Thus \(\mu\) is replaced by \(\theta\mu\), and \(J\) falls by the factor \(\theta\). Deep traps that stay filled add fixed charge. At a tenth of the mean injected density of \(2.5\times10^{17}\ \text{cm}^{-3}\) they already lower \(J\) by about 10%, and at a comparable density they suppress most of it.

A rough background density \(p_b=10^{15}\ \text{cm}^{-3}\) would carry an ohmic current \(qp_b\mu V/L\), which is 0.54% of \(J\) at 10 V. Because the ohmic current grows as \(V\) and \(J\) as \(V^2\), the two expressions become equal near \(0.0054\times10\ \text{V}=0.054\ \text{V}\). That is only about twice \(kT/q\). At such low voltages, holes that diffuse in from dense contacts can outnumber this background throughout a thin film, so no ohmic region due to the background need be visible.

**Comparison with real devices.** The permittivity, thickness and mobility lie in the rough range of disordered organic semiconductor diodes. The operating point is far from typical: organic light-emitting diodes usually run at a few volts and at tens of mA/cm² or less. The peak field here is half of a rough breakdown strength of 3 MV/cm, which leaves little room for weak spots. If 10 V were the applied voltage and 0.5 V of it were offset by a built-in voltage, the current would be \(2.988\times(0.95)^2=2.70\ \text{A/cm}^2\). An injection barrier could lower it further. The dense contact of part 3 fills about 10% of a rough site density of \(10^{21}\ \text{cm}^{-3}\), so the simple Einstein relation is doubtful close to that electrode. In a film with strong energetic disorder it can fail at much lower densities too: with a Gaussian spread of site energies of width 0.1 eV and the same constant mobility, the diffusion excess of the dense contact rises from 16% to about 22%. The mobility can also depend on the hole density, which is neglected here. The contact layer of part 3 is only a few nanometres thick, far less than the Coulomb length \(q^2/(4\pi\varepsilon kT)\approx19\ \text{nm}\), and the image energy of a hole 2.6 nm from the electrode is almost \(2kT\). A smooth charge density without image forces is therefore only a rough description of that layer. The field dependence of the mobility can change the number by the factors given above, and filled deep traps can suppress most of the current. A device that also injects electrons has recombination and partly cancelling space charge, and needs a two-carrier model.

For the stated ideal film, drift alone gives \(J\approx3\ \text{A/cm}^2\), understood as an isothermal, one-carrier current with a constant mobility suited to the operating field and hole density. In the smooth, non-degenerate model of part 3, diffusion from the dense contact raises this by 16%; for a real contact that figure gives only the order of the effect. The remaining digits are in the numerical output.

## Table of computed values

```
Relative permittivity: 3.0
Permittivity: 2.6563e-11 F/m
Mobility: 1.0e-08 m2/Vs = 1.0e-04 cm2/Vs
Thickness: 100 nm
Internal voltage: 10.0 V
Temperature: 300 K
Current density: 2.9883e+04 A/m2 = 2.988 A/cm2
Estimate without factor 9/8: 2.656 A/cm2
Mean field: 1.00 MV/cm
Field at collecting contact: 1.50 MV/cm
Density at collecting contact: 1.243e+17 cm^-3
Mean carrier density: 2.487e+17 cm^-3
Stored charge: 0.3984 uC/cm2
Transit time: 133.3 ns
Sheet simulation, scaled current: 1.1238 (formula 1.1250)
Sheet simulation, scaled transit: 1.3324 (formula 1.3333)
Sheet simulation, scaled charge: 1.4972 (formula 1.5000)
Sheet simulation, scaled field at L/4: 0.7501 (formula 0.7500)
Thermal voltage: 25.85 mV
Dense contact density: 1.0e+20 cm^-3
Current with diffusion, dense contact: 3.467 A/cm2
Change by diffusion, dense contact: 16.0 %
Zero-field plane, dense contact: 2.57 nm
Weaker contact density: 1.0e+18 cm^-3
Current with diffusion, weaker contact: 3.004 A/cm2
Change by diffusion, weaker contact: 0.5 %
Change at thermal voltage/1000: 0.129 %
Gamma: 0.001 (cm/V)^0.5
  Current factor, mobility given at zero field: 2.33
  Current factor, mobility given at mean field: 0.858
Gamma: 0.005 (cm/V)^0.5
  Current factor, mobility given at zero field: 78.41
  Current factor, mobility given at mean field: 0.528
Heating power: 29.9 W/cm2
Glass conductivity (rough): 1.0 W/(m K)
Glass heat capacity (rough): 2.0 J/(cm3 K)
Steady rise across 1 mm glass: 299 K
Rise after 10 us pulse: 0.75 K
Heat simulation of the same pulse: 0.75 K
Breakdown field (rough): 3.0 MV/cm
Peak field / breakdown field: 0.50
Background density (rough): 1.0e+15 cm^-3
Ohmic background current / J: 0.54 %
Site density (rough): 1.0e+21 cm^-3
Site filling at collecting contact: 1.24e-04
Site filling at dense contact: 0.10
Built-in voltage example: 0.5 V
Current if it reduces the 10 V: 2.697 A/cm2
```
